# Fourier solution of periodic piezoelectric media with controlled mean fields: a numerical check

```python
"""
Periodic heterogeneous piezoelectricity by Fourier collocation and GMRES.

Result under test: the fields obeying
    stress = C (strain - misfit) - e^T E,   div stress + force = 0,
    D = e (strain - misfit) + kappa E + P0, div D = charge density,
with one member of every pair (mean strain, mean stress), (mean E, mean D)
prescribed, are found by a coercive system with a grid-independent bound.

g = (six engineering strains, E), s = (six stresses, D), w = (u, phi).
Order of strains and stresses: xx, yy, zz, yz, xz, xy.
Units: nm, GPa, V, C/m^2; hence E is in V/nm and charge in C/m^2/nm.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import expit, ive

PERMITTIVITY = constants.epsilon_0 * 1e9       # C/m^2 per V/nm
CHARGE = constants.e * 1e18                    # one e/nm^2 in C/m^2
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def apply_law(law, field):
    return np.einsum("...ij,...j->...i", law, field)


def generalized_gradient(k):
    """Real matrix b(k); a plane wave w exp(ikx) has g = i b(k) w."""
    b = np.zeros(k.shape[:-1] + (9, 4))
    for row, column, axis in [(0, 0, 0), (1, 1, 1), (2, 2, 2),
                              (3, 1, 2), (3, 2, 1), (4, 0, 2),
                              (4, 2, 0), (5, 0, 1), (5, 1, 0)]:
        b[..., row, column] = k[..., axis]
    b[..., 6:, 3] = -k
    return b


def gmres(operator, rhs, tolerance, max_steps=180):
    size = np.linalg.norm(rhs)
    basis = [rhs / size]
    hess = np.zeros((max_steps + 1, max_steps), complex)
    history = [1.0]
    for m in range(max_steps):
        vector = operator(basis[m])
        for _ in range(2):                     # repeated orthogonalization
            for j, q in enumerate(basis):
                overlap = np.vdot(q, vector)
                hess[j, m] += overlap
                vector = vector - overlap * q
        length = np.linalg.norm(vector)
        hess[m + 1, m] = length
        start = np.zeros(m + 2, complex)
        start[0] = size
        small = hess[:m + 2, :m + 1]
        coeff = np.linalg.lstsq(small, start, rcond=None)[0]
        history.append(np.linalg.norm(start - small @ coeff) / size)
        if history[-1] < tolerance:
            answer = sum(c * q for c, q in zip(coeff, basis))
            return answer, np.array(history)
        basis.append(vector / length)
    raise RuntimeError("GMRES did not converge")


def solve(lengths, law, eigen, offset, source, flux_controlled, target):
    """target holds mean s where flux_controlled is true, else mean g."""
    shape = law.shape[:3]
    assert all(n % 2 == 1 for n in shape)
    axes = [2 * np.pi * np.fft.fftfreq(n, 1 / n) / length
            for n, length in zip(shape, lengths)]
    k = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    B = 1j * generalized_gradient(k)

    def forward(field):
        return np.fft.fftn(field, axes=(0, 1, 2), norm="forward")

    def backward(field):
        return np.fft.ifftn(field, axes=(0, 1, 2), norm="forward")

    def adjoint(matrix):
        return np.conj(np.swapaxes(matrix, -1, -2))

    reference = law.mean(axis=(0, 1, 2))
    reference[:6, 6:] = 0
    reference[6:, :6] = 0
    block = adjoint(B) @ reference @ B
    block[0, 0, 0] = np.eye(4)
    root_inv = np.linalg.inv(np.linalg.cholesky(block))
    T = B @ adjoint(root_inv)
    T_adj = adjoint(T)
    select = np.eye(9)[:, flux_controlled]
    mean_root = np.linalg.cholesky(select.T @ reference @ select)
    T_mean = select @ np.linalg.inv(mean_root).T
    count = int(np.prod(shape)) * 4

    def compatible_field(y):
        g_hat = apply_law(T, y[:count].reshape(shape + (4,)))
        g_hat[0, 0, 0] += T_mean @ y[count:]
        return g_hat

    def project(flux):
        s_hat = forward(flux)
        return np.concatenate([apply_law(T_adj, s_hat).ravel(),
                               T_mean.T @ s_hat[0, 0, 0]])

    source_hat = forward(source)
    assert np.max(np.abs(source_hat[0, 0, 0])) <= (
        1e-8 * np.max(np.abs(source)) + 1e-14), "source has nonzero mean"
    source_hat[0, 0, 0] = 0
    fixed = np.where(flux_controlled, 0.0, target)
    loading = np.concatenate([apply_law(root_inv, source_hat).ravel(),
                              T_mean.T @ target])
    rhs = loading - project(apply_law(law, fixed - eigen) + offset)
    y, history = gmres(
        lambda v: project(apply_law(law, backward(compatible_field(v)))),
        rhs, 1e-11)
    g_hat = compatible_field(y)
    g_hat[0, 0, 0] += fixed
    w_hat = apply_law(adjoint(root_inv), y[:count].reshape(shape + (4,)))
    w_hat[0, 0, 0] = 0
    g = backward(g_hat)
    assert np.max(np.abs(g.imag)) < 1e-8 * np.max(np.abs(g.real))
    g = g.real
    flux = apply_law(law, g - eigen) + offset

    # Pointwise constants of the scaled law bound the GMRES residual.
    scale = np.linalg.inv(np.linalg.cholesky(reference))
    scaled = scale @ law @ scale.T
    symmetric = (scaled + np.swapaxes(scaled, -1, -2)) / 2
    alpha = np.linalg.eigvalsh(symmetric).min()
    norm = np.linalg.norm(scaled, 2, axis=(-2, -1)).max()
    rate = np.sqrt(max(0.0, 1 - (alpha / norm) ** 2))
    assert alpha > 0
    assert np.all(history <= rate ** np.arange(len(history)) + 1e-10)
    return SimpleNamespace(g=g, flux=flux, g_hat=g_hat, w_hat=w_hat,
                           w=backward(w_hat).real, axes=axes,
                           mean_g=g.mean(axis=(0, 1, 2)),
                           mean_s=flux.mean(axis=(0, 1, 2)),
                           steps=len(history) - 1,
                           alpha=alpha, norm=norm, rate=rate)


def phase_law(c11, c12, c13, c33, c44, e31, e33, e15, relative):
    C = np.zeros((6, 6))
    C[:3, :3] = [[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]]
    C[3, 3] = C[4, 4] = c44
    C[5, 5] = (c11 - c12) / 2
    e = np.zeros((3, 6))
    e[0, 4] = e[1, 3] = e15
    e[2, :3] = e31, e31, e33
    return np.block([[C, -e.T], [e, relative * PERMITTIVITY * np.eye(3)]])


def make_phase(parameters, misfit_a, misfit_c, polarization):
    eigen = np.zeros(9)
    eigen[:3] = misfit_a, misfit_a, misfit_c
    offset = np.zeros(9)
    offset[8] = polarization
    return phase_law(*parameters), eigen, offset


def mixture(chi, first, second):
    chi = np.asarray(chi)
    return (first[0] + chi[..., None, None] * (second[0] - first[0]),
            first[1] + chi[..., None] * (second[1] - first[1]),
            first[2] + chi[..., None] * (second[2] - first[2]))


HOST_DATA = (380, 140, 100, 400, 100, -0.4, 0.8, -0.3, 10)
WIRE_DATA = (400, 140, 110, 380, 120, -0.6, 1.4, -0.4, 9)
HOST = make_phase(HOST_DATA, 0.0, 0.0, -0.03)
WIRE = make_phase(WIRE_DATA, -0.010, -0.015, -0.06)


def manufactured_test():
    """Full-tensor symbolic sources; recover known u, phi and means."""
    soft = make_phase((80, 30, 20, 70, 20, -1.0, 2.0, -0.8, 6),
                      0.01, -0.02, 0.05)
    lengths = (5.0, 6.0, 7.0)
    n = 9
    r = sp.symbols("x y z", real=True)
    X, Y, Z = [2 * sp.pi * q / length for q, length in zip(r, lengths)]
    chi = sp.Rational(1, 2) + (sp.sin(X) + sp.cos(Y) * sp.sin(Z)) / 5
    u = [0.03 * sp.sin(X) * sp.cos(2 * Z), 0.02 * sp.cos(Y + Z),
         0.04 * sp.sin(X - Y)]
    phi = 0.5 * sp.cos(X) * sp.sin(Y) + 0.3 * sp.sin(2 * Z)
    mean_strain = np.array([[0.010, 0.002, -0.003],
                            [0.002, -0.020, 0.004],
                            [-0.003, 0.004, 0.015]])
    mean_field = [0.1, -0.2, 0.3]
    voigt = [[0, 5, 4], [5, 1, 3], [4, 3, 2]]
    R = range(3)

    def mixed(a, b):
        return float(a) + chi * float(b - a)

    def coefficient(i, j):
        return mixed(HOST[0][i, j], soft[0][i, j])

    elastic = [[(sp.diff(u[i], r[j]) + sp.diff(u[j], r[i])) / 2
                + mean_strain[i, j]
                - (mixed(HOST[1][i], soft[1][i]) if i == j else 0)
                for j in R] for i in R]
    E = [mean_field[i] - sp.diff(phi, r[i]) for i in R]
    stress = [[sum(coefficient(voigt[i][j], voigt[p][q]) * elastic[p][q]
                   for p in R for q in R)
               - sum(coefficient(6 + p, voigt[i][j]) * E[p] for p in R)
               for j in R] for i in R]
    D = [sum(coefficient(6 + i, voigt[p][q]) * elastic[p][q]
             for p in R for q in R)
         + coefficient(6 + i, 6 + i) * E[i]
         + mixed(HOST[2][6 + i], soft[2][6 + i]) for i in R]
    force = [-sum(sp.diff(stress[i][j], r[i]) for i in R) for j in R]
    charge = sum(sp.diff(D[i], r[i]) for i in R)
    outputs = force + [charge] + [
        stress[0][0], stress[1][1], stress[2][2],
        stress[1][2], stress[0][2], stress[0][1]] + D + u + [phi, chi]
    grid = np.meshgrid(*[length * np.arange(n) / n for length in lengths],
                       indexing="ij")
    values = sp.lambdify(r, outputs, "numpy")(*grid)
    values = np.stack([v + 0 * grid[0] for v in values], axis=-1)
    exact_flux, exact_w = values[..., 4:13], values[..., 13:17]
    exact_mean = np.array([0.010, -0.020, 0.015, 0.008, -0.006, 0.004]
                          + mean_field)
    mask = np.array([1, 0, 1, 0, 1, 0, 0, 1, 1], bool)
    target = np.where(mask, exact_flux.mean(axis=(0, 1, 2)), exact_mean)
    law, eigen, offset = mixture(values[..., 17], HOST, soft)
    sol = solve(lengths, law, eigen, offset, values[..., :4], mask, target)
    error_w = np.max(np.abs(sol.w - exact_w))
    error_mean = np.max(np.abs(sol.mean_g - exact_mean))
    assert error_w < 1e-7 and error_mean < 1e-7
    assert np.max(np.abs(sol.flux - exact_flux)) < 1e-6
    return error_w, error_mean, sol.steps


LENGTH = 20.0
CELL = (LENGTH, 1.0, LENGTH)
CLAMPED_OPEN = np.array([0, 0, 1, 1, 1, 0, 0, 0, 1], bool)


def laminate_test():
    """Tilted graded layers: constant normal flux gives a closed solution."""
    n, refine = 45, 9
    angle = 2 * np.pi * np.arange(n * refine) / (n * refine)
    law, eigen, offset = mixture(expit(-3 * np.cos(angle)), HOST, WIRE)
    b = generalized_gradient(np.array([1.0, 0.0, 1.0]) / np.sqrt(2))
    inverse = np.linalg.inv(b.T @ law @ b)

    def fields(mean_g):
        normal = (apply_law(law, mean_g - eigen) + offset) @ b
        constant = np.linalg.solve(inverse.mean(axis=0),
                                   apply_law(inverse, normal).mean(axis=0))
        g = mean_g + apply_law(inverse, constant - normal) @ b.T
        return g, apply_law(law, g - eigen) + offset

    base = fields(np.zeros(9))[1].mean(axis=0)
    response = np.stack([fields(unit)[1].mean(axis=0) - base
                         for unit in np.eye(9)], axis=1)
    free = CLAMPED_OPEN
    mean_g = np.zeros(9)
    mean_g[free] = np.linalg.solve(response[np.ix_(free, free)], -base[free])
    g_line, s_line = fields(mean_g)
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    index = ((i + j) % n * refine)[:, None, :]
    sol = solve(CELL, law[index], eigen[index], offset[index],
                np.zeros((n, 1, n, 4)), free, np.zeros(9))
    error_g = np.max(np.abs(sol.g - g_line[index]))
    error_s = np.max(np.abs(sol.flux - s_line[index]))
    assert error_g < 1e-6 and error_s < 1e-5
    return mean_g[8], sol.mean_g[8], error_g, error_s


LINE_CHARGE, LINE_X, LINE_Z, LINE_WIDTH = -0.1, 7.0, 13.0, 1.2
SHARPNESS = 5.0
WAVE = 2 * np.pi / LENGTH


def device(x, z):
    shape = -np.cos(WAVE * x) - np.cos(WAVE * z) - 1
    return mixture(expit(SHARPNESS * shape), HOST, WIRE)


def charge_density(x, z):
    """Smooth periodic line charge plus neutralizing uniform background."""
    sharp = 1 / (WAVE * LINE_WIDTH) ** 2
    peak = np.exp(sharp * (np.cos(WAVE * (x - LINE_X)) - 1
                           + np.cos(WAVE * (z - LINE_Z)) - 1))
    return (LINE_CHARGE * CHARGE / LENGTH ** 2
            * (peak / ive(0, sharp) ** 2 - 1))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def interval(a, b):
    return a + (b - a) * (NODES + 1) / 2, WEIGHTS * (b - a) / 2


def uncharged_face_mean_D():
    """Mean D_z for which the total D flux through z = 0 vanishes."""
    z, weight = interval(0, LENGTH)
    x = LENGTH * np.arange(64) / 64
    layer = charge_density(x[:, None], z[None, :]).mean(axis=0)
    return -np.sum(weight * z * layer) / LENGTH


def run_device(n, control, one_way=False, shift=0.0):
    line = LENGTH * np.arange(n) / n
    x, z = np.meshgrid(line, line, indexing="ij")
    x, z = x[:, None, :], z[:, None, :]
    law, eigen, offset = device(x, z)
    offset[..., 8] += shift
    if one_way:
        law[..., :6, 6:] = 0                   # E exerts no stress
    source = np.zeros((n, 1, n, 4))
    source[..., 3] = charge_density(x, z)
    mask = CLAMPED_OPEN.copy()
    mask[8] = control != "short"
    target = np.zeros(9)
    if control == "face":
        target[8] = uncharged_face_mean_D()
    return solve(CELL, law, eigen, offset, source, mask, target)


def interpolate(sol, coefficients, x, z):
    x, z = np.broadcast_arrays(np.atleast_1d(x), np.atleast_1d(z))
    wave_x = np.exp(1j * np.outer(x, sol.axes[0]))
    wave_z = np.exp(1j * np.outer(z, sol.axes[2]))
    partial = np.einsum("mi,ikc->mkc", wave_x, coefficients[:, 0],
                        optimize=True)
    return np.einsum("mk,mkc->mc", wave_z, partial).real


def flux_at(sol, x, z):
    x, z = np.broadcast_arrays(np.atleast_1d(x), np.atleast_1d(z))
    law, eigen, offset = device(x, z)
    return apply_law(law, interpolate(sol, sol.g_hat, x, z) - eigen) + offset


BOX = (3.0, 12.0, 8.5, 17.0)


def box_balance(sol):
    """Net force per length, D flux and enclosed charge of the box."""
    x1, x2, z1, z2 = BOX
    x, weight_x = interval(x1, x2)
    z, weight_z = interval(z1, z2)
    side = weight_z @ (flux_at(sol, x2, z) - flux_at(sol, x1, z))
    top = weight_x @ (flux_at(sol, x, z2) - flux_at(sol, x, z1))
    total = side[[0, 5, 4, 6]] + top[[4, 3, 2, 8]]
    enclosed = weight_x @ charge_density(x[:, None], z[None, :]) @ weight_z
    return np.linalg.norm(total[:3]), total[3] / CHARGE, enclosed / CHARGE


def voltage(sol):
    """Potential at the upper minus the lower edge of the wire."""
    phi = interpolate(sol, sol.w_hat, np.array([10.0, 10.0]),
                      np.array([15.0, 5.0]))[:, 3]
    return phi[0] - phi[1] - sol.mean_g[8] * 10.0


def face_flux(sol):
    x = LENGTH * np.arange(128) / 128
    return flux_at(sol, x, 0.0)[:, 8].mean()


error_w, error_mean, strong_steps = manufactured_test()
layer_exact, layer_fft, layer_error_g, layer_error_s = laminate_test()

grids = (21, 31, 45, 63)
short_runs = [run_device(n, "short") for n in grids]
balances = [box_balance(sol) for sol in short_runs]
force_errors = [b[0] for b in balances]
gauss_errors = [abs(b[1] - b[2]) for b in balances]
assert force_errors[-1] < 1e-4 and force_errors[-1] < 0.01 * force_errors[0]
assert gauss_errors[-1] < 1e-5 and gauss_errors[-1] < 0.01 * gauss_errors[0]
steps = [sol.steps for sol in short_runs]
assert max(steps) - min(steps) <= 2
short = short_runs[-1]
assert abs(voltage(short) - voltage(short_runs[-2])) < 1e-4

face = run_device(63, "face")
naive = run_device(63, "zero mean D")
assert abs(face_flux(face)) < 1e-7
assert abs(face_flux(naive) + uncharged_face_mean_D()) < 1e-7
assert abs(face_flux(naive)) > 1e-5

SHIFT = 0.01
short_shifted = run_device(63, "short", shift=SHIFT)
face_shifted = run_device(63, "face", shift=SHIFT)
shift_change = np.max(np.abs(short_shifted.g - short.g))
assert shift_change < 1e-8
assert abs(short_shifted.mean_s[8] - short.mean_s[8] - SHIFT) < 1e-8
field_change = face_shifted.mean_g[8] - face.mean_g[8]
assert abs(field_change) > 1e-3

one_way = run_device(63, "short", one_way=True)
one_way_face = run_device(63, "face", one_way=True)
center = interpolate(short, short.g_hat, 10.0, 10.0)[0]
center_flux = flux_at(short, 10.0, 10.0)[0]
center_face = interpolate(face, face.g_hat, 10.0, 10.0)[0]

names = "C11 C12 C13 C33 C44 [GPa], e31 e33 e15 [C/m^2], kappa_r"
print("parameter order:", names)
print("host:", *HOST_DATA)
print("wire:", *WIRE_DATA)
print(f"wire misfit a, c: {WIRE[1][0]:.3f}, {WIRE[1][2]:.3f}")
print(f"P0 host, wire: {HOST[2][8]:.3f}, {WIRE[2][8]:.3f} C/m^2")
print(f"cell side: {LENGTH:.1f} nm; profile sharpness: {SHARPNESS:.1f}")
print(f"line charge: {LINE_CHARGE:.2f} e/nm, width {LINE_WIDTH:.1f} nm")
print(f"line position x, z: {LINE_X:.1f}, {LINE_Z:.1f} nm")
print(f"manufactured: max error of u [nm], phi [V]: {error_w:.1e}")
print(f"manufactured: max error of mean strain, E: {error_mean:.1e}")
print(f"manufactured: GMRES steps: {strong_steps}")
print(f"laminate mean E_z, closed form: {layer_exact:.8f} V/nm")
print(f"laminate mean E_z, FFT: {layer_fft:.8f} V/nm")
print(f"laminate max error of strain, E [V/nm]: {layer_error_g:.1e}")
print(f"laminate max error of stress [GPa], D: {layer_error_s:.1e}")
print("box x1 x2 z1 z2 [nm]:", *BOX)
for n, count, balance, gauss in zip(grids, steps, balances, gauss_errors):
    print(f"N={n}: steps {count}, net force {balance[0]:.1e} N/m,"
          f" Gauss error {gauss:.1e} e/nm")
print(f"box D flux, N=63: {balances[-1][1]:.7f} e/nm")
print(f"box enclosed charge: {balances[-1][2]:.7f} e/nm")
print(f"coercivity alpha: {short.alpha:.4f}; norm M: {short.norm:.4f}")
print(f"GMRES bound per step: {short.rate:.4f}")
print(f"short: center strain xx, zz: {center[0]:.6f}, {center[2]:.6f}")
print(f"short: center stress xx: {center_flux[0]:.4f} GPa")
print(f"short: center stress zz: {center_flux[2]:.4f} GPa")
print(f"short: center E_z: {center[8]:.5f} V/nm")
print(f"short: mean strain zz: {short.mean_g[2]:.6f}")
print(f"short: mean D_z: {short.mean_s[8]:.6f} C/m^2")
print(f"short: wire voltage: {voltage(short):.5f} V")
print(f"short: wire voltage: {voltage(short) / HARTREE_EV:.6f} hartree/e")
print(f"uncharged face: mean D_z: {face.mean_s[8]:.4e} C/m^2")
print(f"uncharged face: face flux D_z: {face_flux(face):.1e} C/m^2")
print(f"uncharged face: mean E_z: {face.mean_g[8]:.6f} V/nm")
print(f"uncharged face: center E_z: {center_face[8]:.5f} V/nm")
print(f"uncharged face: wire voltage: {voltage(face):.5f} V")
print(f"zero mean D: mean E_z: {naive.mean_g[8]:.6f} V/nm")
print(f"zero mean D: face flux D_z: {face_flux(naive):.4e} C/m^2")
print(f"zero mean D: wire voltage: {voltage(naive):.5f} V")
print(f"uniform P0 shift: {SHIFT:.3f} C/m^2")
print(f"shift, short: max change of strain, E: {shift_change:.1e}")
print(f"shift, uncharged face: mean E_z change: {field_change:.6f} V/nm")
print(f"one-way, short: wire voltage: {voltage(one_way):.5f} V")
print(f"one-way, uncharged face: voltage: {voltage(one_way_face):.5f} V")
print("success")
```

Output:

```
parameter order: C11 C12 C13 C33 C44 [GPa], e31 e33 e15 [C/m^2], kappa_r
host: 380 140 100 400 100 -0.4 0.8 -0.3 10
wire: 400 140 110 380 120 -0.6 1.4 -0.4 9
wire misfit a, c: -0.010, -0.015
P0 host, wire: -0.030, -0.060 C/m^2
cell side: 20.0 nm; profile sharpness: 5.0
line charge: -0.10 e/nm, width 1.2 nm
line position x, z: 7.0, 13.0 nm
manufactured: max error of u [nm], phi [V]: 1.1e-11
manufactured: max error of mean strain, E: 2.8e-13
manufactured: GMRES steps: 26
laminate mean E_z, closed form: 0.60870078 V/nm
laminate mean E_z, FFT: 0.60870078 V/nm
laminate max error of strain, E [V/nm]: 1.3e-12
laminate max error of stress [GPa], D: 1.6e-11
box x1 x2 z1 z2 [nm]: 3.0 12.0 8.5 17.0
N=21: steps 13, net force 3.5e-02 N/m, Gauss error 1.1e-04 e/nm
N=31: steps 13, net force 1.3e-03 N/m, Gauss error 2.6e-05 e/nm
N=45: steps 13, net force 4.5e-06 N/m, Gauss error 4.3e-07 e/nm
N=63: steps 13, net force 7.0e-08 N/m, Gauss error 1.0e-09 e/nm
box D flux, N=63: -0.0805883 e/nm
box enclosed charge: -0.0805883 e/nm
coercivity alpha: 0.9183; norm M: 1.1629
GMRES bound per step: 0.6135
short: center strain xx, zz: -0.007289, -0.011937
short: center stress xx: 2.8871 GPa
short: center stress zz: 2.2446 GPa
short: center E_z: 0.18935 V/nm
short: mean strain zz: -0.003830
short: mean D_z: -0.038452 C/m^2
short: wire voltage: -1.31256 V
short: wire voltage: -0.048236 hartree/e
uncharged face: mean D_z: 1.2016e-04 C/m^2
uncharged face: face flux D_z: -2.7e-14 C/m^2
uncharged face: mean E_z: 0.433226 V/nm
uncharged face: center E_z: 0.63298 V/nm
uncharged face: wire voltage: -5.72537 V
zero mean D: mean E_z: 0.431876 V/nm
zero mean D: face flux D_z: -1.2016e-04 C/m^2
zero mean D: wire voltage: -5.71162 V
uniform P0 shift: 0.010 C/m^2
shift, short: max change of strain, E: 5.8e-16
shift, uncharged face: mean E_z change: -0.112317 V/nm
one-way, short: wire voltage: -1.35775 V
one-way, uncharged face: voltage: -5.95480 V
success
```
